**Numerical test of the electron–hole relation for Coulomb terms**

For one open shell $l$ with $M=4l+2$ spin-orbitals, each term of $l^{M-N}$ lies $(2l+1-N)u$ above the term of $l^N$ with the same $L$ and $S$. Here $u$ is the field of the full shell on one spin-orbital, and $F^k$ are the Slater integrals, with $F_0=F^0$ and $F_2=F^2/25$ for a $p$ shell. The program builds the repulsion and the angular momenta as matrices on all occupations of the shell, with angular integrals from quadrature. It asserts the closed formula for $u$, the rewriting of these operators in holes, and the shift law for $N=1,2$ in the $p$ shell and $N=1$ to $4$ in the $d$ shell. Diagonalization gives $6F_0-15F_2$, $6F_0-9F_2$ and $6F_0$ for $^3P$, $^1D$ and $^1S$ of $p^4$. With $F^0=16$ eV and $F^2=7.5$ eV, the intervals are 1.80 and 2.70 eV for both $p^2$ and $p^4$. The program also asserts that a non-spherical interaction breaks the relation, and the output lists the resulting unequal level patterns.

## Numerical verification

```python
"""
Result under test: for one open shell l with M = 4l+2 spin-orbitals, the
Coulomb terms of l^N and l^(M-N) have equal L, S and equal intervals:
    E(l^(M-N)) = E(l^N) + (2l+1-N) u,
    u = (4l+1) F^0 - (2l+1) sum_{k>0} (l k l; 0 0 0)^2 F^k.
For p^4: 3P = 6F0-15F2, 1D = 6F0-9F2, 1S = 6F0, with F0=F^0, F2=F^2/25.
F^k: Slater integrals; u: mean field of the full shell on one spin-orbital.
The many-electron operators are built as matrices on all occupations of the
shell, with angular integrals from quadrature, and are then diagonalized.
"""
from math import factorial, sqrt
import numpy as np
import scipy.sparse as sp
from scipy import constants
from scipy.special import lpmv
from sympy.physics.wigner import wigner_3j


def theta(l, m, x):
    """Normalized polar part of a spherical harmonic, usual phases."""
    n = abs(m)
    norm = sqrt((2*l + 1)/2*factorial(l - n)/factorial(l + n))
    sign = (-1)**n if m < 0 else 1
    return sign*norm*lpmv(n, l, x)


def angular_integral(l, k, m1, m2):
    """c^k(l m1, l m2) by Gauss-Legendre quadrature."""
    q = m1 - m2
    if abs(q) > k:
        return 0.0
    x, w = np.polynomial.legendre.leggauss(24)
    f = theta(l, m1, x)*theta(k, q, x)*theta(l, m2, x)
    return sqrt(2/(2*k + 1))*float(np.sum(w*f))


def spin_orbitals(l):
    return [(m, s) for m in range(l, -l - 1, -1) for s in (0.5, -0.5)]


def two_electron_integrals(l, slater, only_q0=False):
    """g[a,b,c,d] = <ab|cd>; only_q0 drops the q != 0 parts (not spherical)."""
    orbs = spin_orbitals(l)
    size = len(orbs)
    c = {(k, m1, m2): angular_integral(l, k, m1, m2) for k in slater
         for m1 in range(-l, l + 1) for m2 in range(-l, l + 1)}
    g = np.zeros((size,)*4)
    for i, (ma, sa) in enumerate(orbs):
        for j, (mb, sb) in enumerate(orbs):
            for p, (mc, sc) in enumerate(orbs):
                for r, (md, sd) in enumerate(orbs):
                    if sa != sc or sb != sd or ma + mb != mc + md:
                        continue
                    if only_q0 and ma != mc:
                        continue
                    g[i, j, p, r] = sum(c[k, ma, mc]*c[k, md, mb]*F
                                        for k, F in slater.items())
    return g


def annihilators(size):
    """Fermion annihilation operators on all 2^size occupations."""
    lower = sp.csr_matrix([[0.0, 1.0], [0.0, 0.0]])
    parity = sp.csr_matrix(np.diag([1.0, -1.0]))
    ops = []
    for p in range(size):
        op = sp.identity(1, format="csr")
        for j in range(size):
            factor = parity if j < p else lower if j == p else sp.identity(2)
            op = sp.kron(op, factor, format="csr")
        ops.append(op)
    return ops


def one_body(matrix, ann):
    total = sp.csr_matrix(ann[0].shape)
    for i, j in np.argwhere(matrix != 0):
        total = total + matrix[i, j]*(ann[i].T @ ann[j])
    return total.tocsr()


def repulsion(g, ann):
    """V = 1/2 sum <ab|cd> a+_a a+_b a_d a_c for the given operators."""
    size = len(ann)
    pair = {(i, j): (ann[j] @ ann[i]).tocsr()
            for i in range(size) for j in range(size) if i != j}
    total = sp.csr_matrix(ann[0].shape)
    for i, j, p, r in np.argwhere(np.abs(g) > 1e-14):
        if i != j and p != r:
            total = total + 0.5*g[i, j, p, r]*(pair[i, j].T @ pair[p, r])
    return total.tocsr()


def angular_momenta(l, ann):
    """Return Lz, L+, L^2, Sz, S+, S^2 for the given operators."""
    orbs = spin_orbitals(l)
    size = len(orbs)
    lp, s_p = np.zeros((size, size)), np.zeros((size, size))
    for j, (m, s) in enumerate(orbs):
        if m < l:
            lp[orbs.index((m + 1, s)), j] = sqrt(l*(l + 1) - m*(m + 1))
        if s < 0:
            s_p[orbs.index((m, 0.5)), j] = 1.0
    result = []
    for diagonal, ladder in (([o[0] for o in orbs], lp),
                             ([o[1] for o in orbs], s_p)):
        z = one_body(np.diag(np.array(diagonal, float)), ann)
        plus = one_body(ladder, ann)
        square = z @ z + 0.5*(plus @ plus.T + plus.T @ plus)
        result += [z, plus, square.tocsr()]
    return result


def gap(A, B):
    return float(np.max(np.abs((A - B).toarray())))


def states(V, L2, S2, number, n):
    """Rows (L, S, energy) of all n-electron eigenstates, sorted."""
    idx = np.flatnonzero(np.abs(number.diagonal() - n) < 0.1)
    v, l2, s2 = [X[idx][:, idx].toarray() for X in (V, L2, S2)]
    # irrational weights separate terms that happen to share an energy
    vec = np.linalg.eigh(v + sqrt(2)*l2 + sqrt(3)*s2)[1]
    e, x, y = [np.einsum("ij,ij->j", vec, X @ vec) for X in (v, l2, s2)]
    L, S = (np.sqrt(1 + 4*x) - 1)/2, (np.sqrt(1 + 4*y) - 1)/2
    assert np.allclose(L, np.round(L), atol=1e-7)
    assert np.allclose(2*S, np.round(2*S), atol=1e-7)
    L, S = np.round(L), np.round(2*S)/2
    order = np.lexsort((e, S, L))
    return np.column_stack((L, S, e))[order]


def full_shell_field(l, slater):
    """u from the closed formula with 3j symbols."""
    return (4*l + 1)*slater[0] - (2*l + 1)*sum(
        float(wigner_3j(l, k, l, 0, 0, 0)**2)*F
        for k, F in slater.items() if k > 0)


def check_shell(l, slater):
    """Test each link of the proof and the theorem; return useful objects."""
    size = 4*l + 2
    ann = annihilators(size)
    holes = [a.T.tocsr() for a in ann]
    g = two_electron_integrals(l, slater)
    u = full_shell_field(l, slater)
    field = np.einsum("abcb->ac", g) - np.einsum("abbc->ac", g)
    assert np.allclose(field, u*np.eye(size), atol=1e-10)
    V, V_hole = repulsion(g, ann), repulsion(g, holes)
    one = np.eye(size)
    number, number_holes = one_body(one, ann), one_body(one, holes)
    unit = sp.identity(2**size, format="csr")
    assert gap(V, V_hole + u*((2*l + 1)*unit - number_holes)) < 1e-9
    Lz, Lp, L2, Sz, Sp, S2 = angular_momenta(l, ann)
    hLz, hLp, hL2, hSz, hSp, hS2 = angular_momenta(l, holes)
    for A, B in ((Lz, -hLz), (Lp, -hLp.T), (L2, hL2),
                 (Sz, -hSz), (Sp, -hSp.T), (S2, hS2)):
        assert gap(A, B) < 1e-10
    assert gap(V @ Lp, Lp @ V) < 1e-9 and gap(V @ Sp, Sp @ V) < 1e-9
    worst = 0.0
    for n in range(1, 2*l + 1):
        few = states(V, L2, S2, number, n)
        many = states(V, L2, S2, number, size - n)
        assert np.array_equal(few[:, :2], many[:, :2])
        error = np.max(np.abs(many[:, 2] - few[:, 2] - (2*l + 1 - n)*u))
        worst = max(worst, float(error))
    assert worst < 1e-8
    return ann, g, u, V, L2, S2, number, worst


names = {(1, 1): "3P", (2, 0): "1D", (0, 0): "1S"}


def p_terms(V, L2, S2, number, n):
    """Energy and number of states of each term of p^2 or p^4."""
    rows = states(V, L2, S2, number, n)
    out = {}
    for (L, S), name in names.items():
        e = rows[(rows[:, 0] == L) & (rows[:, 1] == S), 2]
        assert len(e) == (2*L + 1)*(2*S + 1) and np.ptp(e) < 1e-9
        out[name] = (float(np.mean(e)), len(e))
    assert sum(v[1] for v in out.values()) == len(rows)
    return out


# p shell with model parameters in eV
F0, F2_upper = 16.0, 7.5
F2 = F2_upper/25
ann, g, u, V, L2, S2, number, worst_p = check_shell(1, {0: F0, 2: F2_upper})

# coefficients of F0 and F2, each from its own diagonalization
g_F0 = two_electron_integrals(1, {0: 1.0})
g_F2 = two_electron_integrals(1, {2: 25.0})
V_F0, V_F2 = repulsion(g_F0, ann), repulsion(g_F2, ann)
coefficient = {}
for n in (2, 4):
    first = p_terms(V_F0, L2, S2, number, n)
    second = p_terms(V_F2, L2, S2, number, n)
    for t in first:
        coefficient[n, t] = (first[t][0], second[t][0])
claimed = {(2, "3P"): (1, -5), (2, "1D"): (1, 1), (2, "1S"): (1, 10),
           (4, "3P"): (6, -15), (4, "1D"): (6, -9), (4, "1S"): (6, 0)}
for key, value in claimed.items():
    assert np.allclose(coefficient[key], value, atol=1e-9)

# direct and exchange integrals in units of F2; even index = spin up
up, down = {1: 0, 0: 2, -1: 4}, {1: 1, 0: 3, -1: 5}
J = {(a, b): g_F2[up[a], down[b], up[a], down[b]]
     for a, b in ((1, 1), (1, 0), (1, -1), (0, 0))}
K = {(a, b): g_F2[up[a], up[b], up[b], up[a]] for a, b in ((1, 0), (1, -1))}
assert np.allclose(list(J.values()), [1, -2, 1, 4])
assert np.allclose(list(K.values()), [3, 6])
trace = 2*J[1, -1] + J[0, 0]
sum_rule = {"1D": J[1, 1], "3P": J[1, 0] - K[1, 0]}
sum_rule["1S"] = trace - sum_rule["1D"] - sum_rule["3P"]
for t in sum_rule:
    assert abs(sum_rule[t] - coefficient[2, t][1]) < 1e-9

# worked example by diagonalization, compared with the claimed formulas
energy = {n: p_terms(V, L2, S2, number, n) for n in (2, 4)}
for (n, t), (x, y) in claimed.items():
    assert abs(energy[n][t][0] - x*F0 - y*F2) < 1e-9

# a non-spherical interaction must spoil the equality of intervals
g_broken = two_electron_integrals(1, {2: 25.0}, only_q0=True)
field_broken = (np.einsum("abcb->ac", g_broken)
                - np.einsum("abbc->ac", g_broken))
V_broken = repulsion(g_broken, ann)
levels = {}
for n in (2, 4):
    idx = np.flatnonzero(np.abs(number.diagonal() - n) < 0.1)
    levels[n] = np.linalg.eigvalsh(V_broken[idx][:, idx].toarray())
assert np.ptp(np.diag(field_broken)) > 0.1
assert np.ptp(levels[4] - levels[2]) > 0.1

# d shell as a test of the general theorem
d_slater = {0: 20.0, 2: 10.0, 4: 6.5}
d_result = check_shell(2, d_slater)
u_d, worst_d = d_result[2], d_result[-1]

print(f"F^0 = {F0:.2f} eV, F^2 = {F2_upper:.2f} eV, F2 = F^2/25 = {F2:.2f} eV")
print("p-shell angular integrals c^2(m,m'), dimensionless:")
for a, b in ((1, 1), (1, 0), (1, -1), (0, 0)):
    print(f"  c^2({a},{b}) = {angular_integral(1, 2, a, b):.4f}")
print("F2 part of direct integrals J(m,m'), units of F2:")
print("  " + ", ".join(f"J({a},{b}): {v:.0f}" for (a, b), v in J.items()))
print("F2 part of exchange integrals K(m,m'), units of F2:")
print("  " + ", ".join(f"K({a},{b}): {v:.0f}" for (a, b), v in K.items()))
print(f"F2 part of p^2 trace at M_L=M_S=0: {trace:.0f} F2")
print("Coefficients of F0 and F2 from diagonalization:")
for n in (2, 4):
    for t in ("3P", "1D", "1S"):
        x, y = coefficient[n, t]
        print(f"  p^{n} {t}: {x:.0f} F0 {round(y):+d} F2, "
              f"states: {energy[n][t][1]}")
u_F0 = full_shell_field(1, {0: 1.0, 2: 0.0})
u_F2 = full_shell_field(1, {0: 0.0, 2: 25.0})
print(f"p-shell field u = {u_F0:.0f} F0 {round(u_F2):+d} F2 = {u:.2f} eV")
to_wavenumber = constants.e/(constants.h*constants.c)/100
for n in (2, 4):
    e = {t: energy[n][t][0] for t in energy[n]}
    print(f"p^{n} energies: " + ", ".join(
        f"{t} {e[t]:.2f} eV" for t in ("3P", "1D", "1S")))
    low, high = e["1D"] - e["3P"], e["1S"] - e["1D"]
    print(f"  1D-3P = {low:.2f} eV, 1S-1D = {high:.2f} eV, "
          f"ratio = {high/low:.3f}")
print(f"p^4 intervals: 1D-3P = {low*to_wavenumber:.0f} cm^-1, "
      f"1S-1D = {high*to_wavenumber:.0f} cm^-1")
print("Only q=0 part of k=2 kept (not spherical), units of F2:")
print("  U diagonal for m=1,0,-1: " + ", ".join(
    f"{field_broken[up[m], up[m]]:.0f}" for m in (1, 0, -1)))
for n in (2, 4):
    values, counts = np.unique(np.round(levels[n]).astype(int),
                               return_counts=True)
    print(f"  p^{n} levels (states): " + ", ".join(
        f"{v} ({c})" for v, c in zip(values, counts)))
print("d-shell model: " + ", ".join(
    f"F^{k} = {F:.1f} eV" for k, F in d_slater.items()))
print(f"  u = {u_d:.4f} eV, shift d^2 to d^8 = 3u = {3*u_d:.4f} eV")
print(f"  largest error of the shift law, N=1 to 4: {worst_d:.0e} eV")
print(f"p shell, largest error of the shift law, N=1,2: {worst_p:.0e} eV")
print("finished without a failed check")
```

Running it gives:

```
F^0 = 16.00 eV, F^2 = 7.50 eV, F2 = F^2/25 = 0.30 eV
p-shell angular integrals c^2(m,m'), dimensionless:
  c^2(1,1) = -0.2000
  c^2(1,0) = 0.3464
  c^2(1,-1) = -0.4899
  c^2(0,0) = 0.4000
F2 part of direct integrals J(m,m'), units of F2:
  J(1,1): 1, J(1,0): -2, J(1,-1): 1, J(0,0): 4
F2 part of exchange integrals K(m,m'), units of F2:
  K(1,0): 3, K(1,-1): 6
F2 part of p^2 trace at M_L=M_S=0: 6 F2
Coefficients of F0 and F2 from diagonalization:
  p^2 3P: 1 F0 -5 F2, states: 9
  p^2 1D: 1 F0 +1 F2, states: 5
  p^2 1S: 1 F0 +10 F2, states: 1
  p^4 3P: 6 F0 -15 F2, states: 9
  p^4 1D: 6 F0 -9 F2, states: 5
  p^4 1S: 6 F0 +0 F2, states: 1
p-shell field u = 5 F0 -10 F2 = 77.00 eV
p^2 energies: 3P 14.50 eV, 1D 16.30 eV, 1S 19.00 eV
  1D-3P = 1.80 eV, 1S-1D = 2.70 eV, ratio = 1.500
p^4 energies: 3P 91.50 eV, 1D 93.30 eV, 1S 96.00 eV
  1D-3P = 1.80 eV, 1S-1D = 2.70 eV, ratio = 1.500
p^4 intervals: 1D-3P = 14518 cm^-1, 1S-1D = 21777 cm^-1
Only q=0 part of k=2 kept (not spherical), units of F2:
  U diagonal for m=1,0,-1: -1, -4, -1
  p^2 levels (states): -2 (8), 1 (6), 4 (1)
  p^4 levels (states): -3 (14), 6 (1)
d-shell model: F^0 = 20.0 eV, F^2 = 10.0 eV, F^4 = 6.5 eV
  u = 175.2857 eV, shift d^2 to d^8 = 3u = 525.8571 eV
  largest error of the shift law, N=1 to 4: 1e-12 eV
p shell, largest error of the shift law, N=1,2: 2e-13 eV
finished without a failed check
```
